\section*{Vapour-pressure lines of a precursor: triple point and enthalpy of melting}

\section{Result}

The sublimation curve $p_s(T)$ and the vaporisation curve $p_l(T)$ of a pure precursor cross at its triple point $(T_t,p_t)$. If the vapour is ideal and the volumes of solid and liquid are negligible beside that of the vapour, the slopes there obey
\begin{equation}
\Delta H_{\rm fus}=R\,(m_l-m_s),\qquad m=\frac{d\ln p}{d(1/T)} .
\label{eq:result}
\end{equation}
Here $m_s$ belongs to sublimation and $m_l$ to vaporisation. Both are negative and $m_s$ is the steeper, so the difference is positive. Enthalpies are per mole of precursor and positive for melting, sublimation and vaporisation. In $\ln p$ the pressure is divided by a fixed unit, here 1 Torr, whose choice does not affect a slope.

The crossing needs neither approximation. The slope rule does, and it refers to slopes at $T_t$. Straight lines fitted far from $T_t$ serve equally well if the enthalpies of sublimation and vaporisation are constant and both approximations also hold over the fitted ranges; otherwise they generally need a correction.

\section{First case: two straight lines}

Let the subscript $c$ stand for the condensed phase, solid or liquid. Each phase has a molar chemical potential $\mu=H-TS$. For an ideal vapour,
\begin{equation}
\mu_g(T,p)=\mu_g^\circ(T)+RT\ln\frac{p}{p^\circ},\qquad p^\circ=1\ \mathrm{Torr}.
\end{equation}
The pressure dependence of $\mu_c$ is neglected for now. Write $\Delta H=H_g-H_c$ and $\Delta S=S_g^\circ-S_c$, with $S_g^\circ$ taken at $p^\circ$. Equilibrium requires $\mu_g=\mu_c$, so
\begin{align}
RT\ln\frac{p}{p^\circ}&=\mu_c-\mu_g^\circ=-(\Delta H-T\Delta S),\\
\ln\frac{p}{p^\circ}&=\frac{\Delta S}{R}-\frac{\Delta H}{R}\,\frac1T .
\label{eq:line}
\end{align}
If vapour and condensed phase have equal heat capacities, $\Delta H$ and $\Delta S$ are constant and (\ref{eq:line}) is a straight line in $1/T$ with slope $-\Delta H/R$.

Equating the lines for solid and liquid gives
\begin{equation}
\frac{\Delta S_{\rm sub}-\Delta S_{\rm vap}}{R}
=\frac{\Delta H_{\rm sub}-\Delta H_{\rm vap}}{RT}.
\end{equation}
The vapour terms cancel in each difference: $\Delta H_{\rm sub}-\Delta H_{\rm vap}=H_l-H_s=\Delta H_{\rm fus}$, and likewise for the entropies. Hence
\begin{equation}
T_t=\frac{\Delta H_{\rm fus}}{\Delta S_{\rm fus}},
\end{equation}
which is the condition $\mu_s=\mu_l$ for melting. The slopes are $m_s=-\Delta H_{\rm sub}/R$ and $m_l=-\Delta H_{\rm vap}/R$; their difference is (\ref{eq:result}).

\subsection{Numbers}

Take round parameters in the rough regime of trimethylindium, a solid source for vapour deposition: $\Delta H_{\rm sub}=60.0$ and $\Delta H_{\rm vap}=48.0$ kJ/mol, $\Delta S_{\rm sub}=208.0$ and $\Delta S_{\rm vap}=174.8$ J/(mol K). Then
\begin{equation}
T_t=\frac{60\,000-48\,000}{208.0-174.8}\ \mathrm K
=\frac{12\,000}{33.2}\ \mathrm K=361.4\ \mathrm K,
\end{equation}
or 88.3 $^\circ$C. Dividing (\ref{eq:line}) by $\ln 10$ puts it in decadic form, $\log_{10}(p/\mathrm{Torr})=A-B/T$, with
\begin{align}
\text{solid:}\quad &A_s=10.8646,\quad B_s=3134.02\ \mathrm K,\\
\text{liquid:}\quad &A_l=9.1304,\quad B_l=2507.21\ \mathrm K .
\end{align}
Someone given these four constants alone would find
\begin{align}
T_t&=\frac{B_s-B_l}{A_s-A_l}=\frac{626.81}{1.7342}\ \mathrm K=361.4\ \mathrm K,\\
\Delta H_{\rm fus}&=R\ln10\,(B_s-B_l)=12.0\ \mathrm{kJ/mol}.
\end{align}
The factor $\ln 10$ appears because $B=-m/\ln10$. The pressure at the crossing is 156 Torr.

\subsection{Limits of the simple case}

Let $\Delta H_{\rm fus}\to0$ at fixed $\Delta S_{\rm fus}>0$. The slopes become equal while the intercepts differ: the lines are parallel and the crossing recedes to $T=0$. If both quantities vanish, the lines coincide and define no particular crossing. The method therefore needs a clear difference in slope.

Next, move below the triple point. Subtracting the solid line from the liquid line, and using $\Delta S_{\rm fus}=\Delta H_{\rm fus}/T_t$,
\begin{equation}
\ln\frac{p_l}{p_s}=-\frac{\Delta S_{\rm fus}}{R}+\frac{\Delta H_{\rm fus}}{RT}
=\frac{\Delta H_{\rm fus}}{R}\left(\frac1T-\frac1{T_t}\right).
\label{eq:ratio}
\end{equation}
This vanishes at $T_t$ and is positive below it. The solid then has the lower vapour pressure, as stability demands. At a pressure between $p_s$ and $p_l$, vapour condenses on the solid, so $\mu_s<\mu_g$, while the supercooled liquid evaporates, so $\mu_g<\mu_l$. Together these give $\mu_s<\mu_l$.

At 300 K, (\ref{eq:ratio}) gives $\ln(p_l/p_s)=1443.3\,(1/300-1/361.45)=0.818$, a ratio of 2.27. The pressures are 2.62 Torr for the solid and 5.93 Torr on the extended liquid line. Using the liquid equation for a solid source would more than double the predicted vapour pressure.

\section{The crossing without straight lines}

Now drop the ideal vapour, the constant enthalpies and the neglect of condensed volumes. The curves are defined by
\begin{align}
\mu_s(T,p)&=\mu_g(T,p)\quad\text{on }p=p_s(T),\\
\mu_l(T,p)&=\mu_g(T,p)\quad\text{on }p=p_l(T).
\end{align}
At a crossing, both equations hold at the same $T$ and $p$. The vapour is in the same state in both, so $\mu_g$ is one number and $\mu_s=\mu_g=\mu_l$. All three phases coexist, which defines the triple point. Conversely, where three phases coexist, both equations hold and the point lies on both curves.

The solid must be the same crystal form on its curve and at the crossing. A second crystal form has its own $\mu_s$, its own crossing with the liquid curve and its own enthalpy of melting. The vapour must also be pure and equilibrated: if the precursor decomposes, the gauge reads a pressure that these equations do not describe.

This was tested on a fuller model. It adds heat capacities of 170, 200 and 130 J/(mol K) for solid, liquid and vapour, molar volumes of 100 and 110 cm$^3$/mol for solid and liquid, and a second virial coefficient $B_2=-1500$ cm$^3$/mol at 360 K, varying as $1/T^2$. The stated enthalpies and entropies now hold at 360 K. Melting was located from $\mu_s=\mu_l$ at the crossing pressure, without using the vapour. It agreed with the crossing of the vapour-pressure curves to within $10^{-6}$ K, with the effects absent, present singly, and all together. The full model has its triple point at 361.45 K and 158 Torr.

\section{The slopes without an ideal vapour}

\subsection{Derivation}

Move a small step along either curve. Both sides of $\mu_g=\mu_c$ must change equally. Since $d\mu=-S\,dT+V\,dp$ for each phase,
\begin{align}
-S_g\,dT+V_g\,dp&=-S_c\,dT+V_c\,dp,\\
(V_g-V_c)\,dp&=(S_g-S_c)\,dT .
\end{align}
The entropies here are those at the actual pressure. Equality of $\mu=H-TS$ in the two phases gives $H_g-H_c=T(S_g-S_c)$. With $\Delta V=V_g-V_c$,
\begin{equation}
\frac{dp}{dT}=\frac{\Delta H}{T\,\Delta V}.
\end{equation}
This is the Clapeyron equation. To pass to $x=1/T$, use $dx=-dT/T^2$, that is $dT/dx=-T^2$:
\begin{equation}
m=\frac1p\,\frac{dp}{dT}\,\frac{dT}{dx}
=-\frac{T\,\Delta H}{p\,\Delta V}
=-\frac{\Delta H}{R\,\Delta Z},\qquad
\Delta Z=\frac{p\,\Delta V}{RT}.
\label{eq:slope}
\end{equation}

At the triple point, both transitions start or end in the same vapour at the same $T$ and $p$. Enthalpy is a function of state, so
\begin{equation}
\underbrace{H_g-H_s}_{\Delta H_{\rm sub}}
=\underbrace{H_g-H_l}_{\Delta H_{\rm vap}}
+\underbrace{H_l-H_s}_{\Delta H_{\rm fus}} .
\end{equation}
From (\ref{eq:slope}), $\Delta H_{\rm sub}=-R\Delta Z_s m_s$ and $\Delta H_{\rm vap}=-R\Delta Z_l m_l$. Subtracting,
\begin{equation}
\Delta H_{\rm fus}=R\,(\Delta Z_l m_l-\Delta Z_s m_s)
\quad\text{at }T_t .
\label{eq:exact}
\end{equation}

\subsection{Three limits}

For an ideal vapour with negligible condensed volumes, $pV_g=RT$ and both $\Delta Z$ equal 1. Equation (\ref{eq:exact}) reduces to (\ref{eq:result}).

If the condensed volumes are negligible but the vapour is not ideal, both $\Delta Z$ equal the vapour's compressibility factor $Z_g=pV_g/(RT)$. Then
\begin{equation}
R(m_l-m_s)=\frac{\Delta H_{\rm fus}}{Z_g}.
\label{eq:zg}
\end{equation}
The fractional error is not magnified by the subtraction, because both slopes contain the same factor.

As a strong case, let the vapour consist entirely of ideal dimers. One mole of precursor units then makes half a mole of gas molecules, so $Z_g=1/2$ and the slope difference gives $2\Delta H_{\rm fus}$. That is the enthalpy of melting per mole of dimers. The crossing stays at the triple point, but the slopes count gas molecules, and their number must be known before a value per mole of precursor can be stated.

\subsection{Size in the example}

In the full model $Z_g=0.9896$ at the triple point. The true enthalpy of melting is 12.04 kJ/mol and the local slopes give 12.18 kJ/mol, 1.1\% too much. Equation (\ref{eq:zg}) accounts for nearly all of this, since $1/0.9896=1.011$. With condensed volumes as the sole added effect, the error is 0.04\%.

\section{Lines fitted away from the triple point}

\subsection{What a fitted slope measures}

Suppose the vapour pressures are measured over separate windows, the solid well below $T_t$ and the liquid above it. Let $\bar x$ be the mean of $1/T$ over the points of one window, and $u=x-\bar x$. To second order,
\begin{equation}
\ln p\simeq a+m(\bar x)\,u+\tfrac12 m'(\bar x)\,u^2 ,
\end{equation}
where $a$ is the value at $\bar x$ and $m'=dm/dx$. Since $\sum u=0$, the least-squares slope is
\begin{equation}
\frac{\sum u\ln p}{\sum u^2}
=m(\bar x)+\tfrac12 m'(\bar x)\frac{\sum u^3}{\sum u^2}.
\end{equation}
The last term vanishes for points symmetric about $\bar x$ and is small for a narrow window. The fit thus gives the enthalpy near $T_{\rm fit}=1/\bar x$, not at $T_t$.

For an ideal vapour with negligible condensed volumes, $d\Delta H/dT=\Delta C_p$, the heat capacity of the vapour minus that of the condensed phase. With constant $\Delta C_p$,
\begin{equation}
\Delta H(T_t)=\Delta H(T_{\rm fit})+\Delta C_p\,(T_t-T_{\rm fit}).
\label{eq:kirchhoff}
\end{equation}
The correction vanishes when $\Delta C_p=0$, the straight-line case, and when $T_{\rm fit}=T_t$.

\subsection{The size of the correction}

Fit the solid over 290--330 K and the liquid over 365--385 K, with nine evenly spaced temperatures in each window. The values of $T_{\rm fit}$ are 309.5 and 374.9 K. The heat-capacity differences are $130-170=-40$ J/(mol K) for sublimation and $130-200=-70$ J/(mol K) for vaporisation. By (\ref{eq:kirchhoff}), the two enthalpies change on the way to $T_t$ by
\begin{align}
\text{sublimation:}\quad &-40\,(361.45-309.46)=-2080\ \mathrm{J/mol},\\
\text{vaporisation:}\quad &-70\,(361.45-374.89)=+941\ \mathrm{J/mol}.
\end{align}
Their difference must change by $-2080-941=-3021$ J/mol. Uncorrected, the fits overstate the enthalpy of melting by about 3.0 kJ/mol, a quarter of its value. With heat capacities as the sole added effect, the computed error is $+25.1\%$, and the correction brings the result to 12.05 kJ/mol against a true 12.04.

The full model gives 14.41 kJ/mol before correction and 11.39 after it, still 5\% below the true value. The remainder comes mainly from the vapour. The solid was measured between about 1 and 23 Torr, where the vapour is nearly ideal, and the liquid at hundreds of Torr. The factor $Z_g$ is no longer common to both slopes.

Its effect can be estimated. With $V_g=RT/p+B_2$, the compressibility factor is $1+B_2p/(RT)$. The pressure adds to the vapour enthalpy
\begin{equation}
\int_0^p\!\left(V_g-T\frac{\partial V_g}{\partial T}\right)dp
=p\left(B_2-T\frac{dB_2}{dT}\right)=3B_2p ,
\end{equation}
because $B_2\propto T^{-2}$ gives $T\,dB_2/dT=-2B_2$. The enthalpy read from the slope is then, to first order in $B_2$,
\begin{equation}
\frac{\Delta H+3B_2p}{1+B_2p/(RT)}\simeq
\Delta H+B_2p\left(3-\frac{\Delta H}{RT}\right).
\end{equation}
For the liquid at 374.9 K the straight line gives 277 Torr, $B_2p$ is $-51$ J/mol and the bracket is $3-15.4=-12.4$. To first order the apparent enthalpy of vaporisation rises by 0.63 kJ/mol, which lowers the inferred enthalpy of melting by 5\%. In the fits themselves the rise is 0.66 kJ/mol, partly offset by a rise of 0.035 kJ/mol for the solid. The computed error with vapour imperfection alone is $-5.2\%$.

\subsection{The fitted crossing}

The fitted lines of the full model cross at 358.4 K, 3.0 K below the true triple point. Curvature gives the sign. For an ideal vapour, differentiating $m=-\Delta H/R$ gives
\begin{equation}
\frac{d^2\ln p}{dx^2}=-\frac{\Delta C_p}{R}\frac{dT}{dx}
=\frac{\Delta C_p\,T^2}{R}<0 .
\end{equation}
Both curves bend downwards, so a tangent extended to $T_t$ lies too high by about $|\Delta C_p|T^2(\delta x)^2/(2R)$, where $\delta x$ is the distance from $\bar x$ to $1/T_t$. With $T^2$ taken as $T_{\rm fit}T_t$, this is 0.058 for the distant solid window and 0.006 for the liquid. At $T_t$ the extended solid line therefore lies above the liquid line, and the two meet at a lower temperature. Dividing the difference, 0.052, by the slope difference of about 1800 K gives a shift in $1/T$ of $2.9\times10^{-5}$ K$^{-1}$, or roughly 4 K. The estimate is somewhat high. With heat capacities as the sole added effect, exact tangents cross 3.5 K below $T_t$ and the fitted lines 3.4 K below it; vapour imperfection reduces the shift to 3.0 K.

An observed melting temperature is thus a better $T_t$ for (\ref{eq:kirchhoff}) than a distant crossing. Here a 3 K error in $T_t$ would change the corrected enthalpy of melting by $3\times(70-40)=90$ J/mol, under 1\%.

\section{Measurement and delivery}

\subsection{Errors in the slopes}

The enthalpy of melting is a small difference between large quantities. For independent standard errors of 1\% in the two slopes,
\begin{equation}
\sigma_{\rm fus}=0.01\sqrt{60.0^2+48.0^2}\ \mathrm{kJ/mol}
=0.77\ \mathrm{kJ/mol},
\end{equation}
which is 6.4\% of 12.0 kJ/mol. A common fractional error, such as that in (\ref{eq:zg}), is not enlarged in this way.

Foreign gas in the gauge, for instance from decomposition, acts more strongly on the solid data. If it adds a constant pressure $\delta\ll p$, then $\ln(p+\delta)\simeq\ln p+\delta/p$. The slope changes by
\begin{equation}
\frac{d}{dx}\frac{\delta}{p}=-\frac{\delta}{p}\,m>0 ,
\end{equation}
so the line becomes flatter, most of all where $p$ is small. With 0.1 Torr added to every reading in the straight-line model, fits over the same windows give 10.6 instead of 12.0 kJ/mol, an error of $-12\%$.

\subsection{Carrier gas}

Suppose a carrier gas raises the total pressure to $P$ but neither dissolves in the precursor nor interacts with its vapour. The solid's chemical potential rises by $V_s(P-p_s)$. For a nearly ideal vapour, the matching rise is $RT\ln(p/p_s)$, where $p$ is the new partial pressure. Hence
\begin{equation}
\ln\frac{p}{p_s}=\frac{V_s(P-p_s)}{RT}.
\end{equation}
At 300 K and 760 Torr the increase is 0.41\%. The melting temperature also moves. Applying the Clapeyron equation to solid and liquid, $dT/dP=T(V_l-V_s)/\Delta H_{\rm fus}$, gives a rise of 0.024 K between the triple-point pressure and 760 Torr. Under these assumptions a melting point taken at atmospheric pressure serves as $T_t$.

\subsection{The model beside a real source}

Trimethylindium is a solid at room temperature, melts near 88 $^\circ$C and has a vapour pressure of the order of a few Torr in a slightly warm source. The model lies in that regime: at 300 K its full version gives 2.4 Torr. The heat capacities and virial coefficient are assumed values, so the corrections found from them show possible sizes, not measured properties. A real solid source may leave its carrier gas unsaturated. At 80\% saturation, with temperature and total pressure held fixed, the delivered partial pressure would be 1.9 Torr instead of 2.4. The liquid window is part of the thermodynamic example and is not an operating recommendation: the compound ignites in air and can decompose violently when overheated.

The full model also changes the cost of choosing the wrong line. At 300 K the supercooled liquid has 2.13 times the vapour pressure of the solid, compared with 2.27 for straight lines. The liquid's heat capacity exceeds the solid's by 30 J/(mol K), so the enthalpy of melting falls on cooling and the curves separate more slowly. At 330 K, midway to the triple point, it is about 11.1 kJ/mol; used in (\ref{eq:ratio}), this gives a ratio of 2.13. The numerical output lists the separate effects on the triple point and on the inferred enthalpy of melting.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values)
reference temperature: 360 K
sublimation enthalpy there: 60.0 kJ/mol
vaporisation enthalpy there: 48.0 kJ/mol
sublimation entropy, vapour at 1 Torr: 208.0 J/mol/K
vaporisation entropy, vapour at 1 Torr: 174.8 J/mol/K
Cp solid, liquid, vapour: 170, 200, 130 J/mol/K
molar volume solid, liquid: 100, 110 cm3/mol
second virial coefficient at reference: -1500 cm3/mol
virial coefficient varies as 1/T^2
STRAIGHT LINES: log10(p/Torr) = A - B/T
solid: A = 10.8646, B = 3134.02 K
solid slope of ln p against 1/T: -7216.3 K
liquid: A = 9.1304, B = 2507.21 K
liquid slope of ln p against 1/T: -5773.1 K
crossing: 361.45 K, 156.2 Torr
crossing in Celsius: 88.30 C
slope difference m_l - m_s: 1443.3 K
melting enthalpy from slopes: 12.000 kJ/mol
at 300 K, solid: 2.617 Torr
at 300 K, liquid line: 5.930 Torr
liquid/solid pressure ratio: 2.266
EFFECTS: triple T (K); local and distant-fit errors (%)
ideal: 361.45; -0.00; -0.00
heat capacity: 361.44; -0.00; +25.14
real vapour: 361.45; +1.05; -5.22
volumes: 361.45; +0.04; -0.48
full: 361.45; +1.10; +19.65
FULL MODEL
triple point: 361.45 K, 158.0 Torr
true melting enthalpy: 12.044 kJ/mol
from local slopes: 12.176 kJ/mol
vapour compressibility factor: 0.98957
dZ solid, liquid: 0.98887, 0.98880
mean fit T solid, liquid: 309.46, 374.89 K
distant-fit melting enthalpy: 14.410 kJ/mol
after Cp correction: 11.389 kJ/mol
Cp-only model after correction: 12.051 kJ/mol
Cp-only true melting enthalpy: 12.043 kJ/mol
distant-fit crossing: 358.44 K
crossing error: -3.01 K
at 300 K, solid: 2.405 Torr
liquid/solid pressure ratio: 2.126
MEASUREMENT AND DELIVERY
1% slope errors give: 0.768 kJ/mol
relative to melting enthalpy: 6.4 %
foreign gas in gauge: 0.1 Torr
melting enthalpy then inferred: 10.564 kJ/mol
carrier-gas total pressure: 760 Torr
solid vapour-pressure increase: 0.406 %
melting-temperature shift: 0.0241 K
\end{verbatim}
